# Apparent nucleation delay of a film grown from random hemispheres

## The situation

A metal grown by atomic layer deposition on an oxide often begins as separate islands. The thickness is recorded against the number of cycles, a straight line is drawn along the late part of the curve, and the line is continued down to zero thickness. It meets the cycle axis at a positive value, which is then called the nucleation delay.

Such an intercept can appear even when every island starts in the first cycle. Islands cover little of the surface at first, so they collect little material. Later they merge into a film with a bumpy surface. The question is what intercept this geometry produces by itself, and whether it is a fixed number of cycles.

## The model and its conventions

Point nuclei lie at random on a flat substrate, independently of one another, with mean number $n$ per unit area. This is a Poisson pattern: an area $A$ contains no nucleus with probability $e^{-nA}$. All nuclei start together. Each grows as a hemisphere, and all hemispheres have the same radius $r$. Where they overlap, the solid is counted once. Bare substrate collects nothing.

Let $G$ be the growth per cycle of a planar film of the same material. After $N$ cycles the radius is

$$r=GN .$$

Thus $r$ is also the thickness that a planar film would have reached. Delays are measured on this axis, in planar thickness units; division by $G$ converts them to cycles.

The mean thickness $h(r)$ is the deposited volume per unit substrate area. The tangent to $h$ at $r$ is

$$y(s)=h(r)+h'(r)(s-r),$$

where $s$ runs along the planar thickness axis. Setting $y=0$ gives the apparent delay

$$r_0(r)=r-\frac{h(r)}{h'(r)} . \tag{1}$$

The notation $r_0(r)$ records that the delay may depend on where the tangent is drawn.

## Mean thickness

Consider a point at height $z$ above the substrate, with $0<z<r$. A hemisphere contains it if its centre lies within the lateral distance $\sqrt{r^2-z^2}$. The point is empty if the disc of that radius, of area $\pi(r^2-z^2)$, holds no nucleus. The empty fraction at height $z$ is therefore

$$e^{-\pi n(r^2-z^2)} .$$

The filled fraction is one minus this, and its integral over height is the thickness:

$$h(r)=\int_0^r\left[1-e^{-\pi n(r^2-z^2)}\right]dz
=r-e^{-\pi nr^2}\int_0^r e^{\pi nz^2}\,dz .$$

Define $k=\sqrt{\pi n}$ and $x=kr$. With $t=kz$, so that $dz=dt/k$, the last term becomes $D(x)/k$, where

$$D(x)=e^{-x^2}\int_0^x e^{t^2}dt$$

is Dawson's function. Hence

$$h(r)=r-\frac{D(x)}{k}=\frac{x-D(x)}{k} . \tag{2}$$

The number $x^2=\pi nr^2$ is the mean number of nuclei within a lateral distance $r$ of a given point. It is small for isolated islands and large for a well-merged film. The bare fraction of the substrate is $e^{-x^2}$.

## Slope of the thickness curve

Differentiating the product that defines $D$ gives

$$D'(x)=-2x\,e^{-x^2}\int_0^x e^{t^2}dt+e^{-x^2}e^{x^2}=1-2xD(x).$$

Since $dx/dr=k$, equation (2) yields

$$h'(r)=k\,\frac{1-D'(x)}{k}=2xD(x). \tag{3}$$

This slope has a direct meaning. If the solid surface advances by $dr$ along its normal, the added volume is its area times $dr$. So $h'$ must be the area of the film surface per unit substrate area, without the bare patches.

The area can be calculated separately. Above a given substrate point the highest hemisphere belongs to the nearest nucleus, at distance $d$. The surface height there is $\sqrt{r^2-d^2}$, and the ratio of inclined area to projected area is

$$\sqrt{1+\frac{d^2}{r^2-d^2}}=\frac{r}{\sqrt{r^2-d^2}} .$$

The probability that the nearest nucleus is farther than $d$ is $e^{-\pi nd^2}$, so the probability density of $d$ is $2\pi nd\,e^{-\pi nd^2}$. The surface area per substrate area is

$$S=\int_0^r 2\pi nd\,e^{-\pi nd^2}\frac{r}{\sqrt{r^2-d^2}}\,dd .$$

Put $z=\sqrt{r^2-d^2}$. Then $d\,dd/\sqrt{r^2-d^2}=-dz$, and the limits change from $(0,r)$ to $(r,0)$. The minus sign restores the usual order:

$$S=2\pi nr\int_0^r e^{-\pi n(r^2-z^2)}dz=2k^2r\,\frac{D(x)}{k}=2xD(x),$$

in agreement with (3). A merged but bumpy film has more surface than a plane, so it can gain thickness faster than a planar film.

Substitution of (2) and (3) in (1) gives the delay for any radius in this model:

$$r_0(r)=\frac1k\left[x-\frac{x-D(x)}{2xD(x)}\right]. \tag{4}$$

## Large radius

For large $x$, the integral in $D$ is dominated by its upper end. Write $e^{t^2}=(2t)^{-1}\,d(e^{t^2})/dt$ and integrate by parts from a fixed positive lower limit:

$$\int^x\frac{e^{t^2}}{t^m}dt=\frac{e^{x^2}}{2x^{m+1}}+\frac{m+1}{2}\int^x\frac{e^{t^2}}{t^{m+2}}dt+\text{constant}.$$

After multiplication by $e^{-x^2}$ the constants are exponentially small. Using $m=0,2,4$ in turn gives the coefficients $\frac12$, $\frac12\cdot\frac12=\frac14$ and $\frac12\cdot\frac32\cdot\frac12=\frac38$:

$$D(x)=\frac1{2x}+\frac1{4x^3}+\frac3{8x^5}+\cdots .$$

Therefore

$$x-D=x\left(1-\frac1{2x^2}-\frac1{4x^4}-\cdots\right),\qquad
2xD=1+\frac1{2x^2}+\frac3{4x^4}+\cdots .$$

The inverse of the second series follows from $1/(1+\epsilon)=1-\epsilon+\epsilon^2-\cdots$:

$$\frac1{2xD}=1-\frac1{2x^2}+\left(\frac14-\frac34\right)\frac1{x^4}+\cdots
=1-\frac1{2x^2}-\frac1{2x^4}+\cdots .$$

In the product, the coefficient of $x^{-2}$ is $-\frac12-\frac12=-1$. That of $x^{-4}$ is $-\frac12+\frac14-\frac14=-\frac12$. Thus

$$\frac{x-D}{2xD}=x\left(1-\frac1{x^2}-\frac1{2x^4}-\cdots\right),$$

and (4) becomes

$$r_0(r)=\frac1{\pi nr}\left[1+\frac1{2\pi nr^2}+\cdots\right],\qquad \pi nr^2\gg1. \tag{5}$$

The leading term is the simple law $r_0\approx1/(\pi nr)$. As a test of the correction, the coefficient of $1/x^2$ in the bracket was extracted from the height integral at $x=20$. It came out as 0.5032, against the limiting value $\frac12$.

Two equal contributions make up the leading term. The film is thinner than the planar film by

$$r-h=\frac{D}{k}\approx\frac1{2\pi nr},$$

and its slope exceeds one by $1/(2\pi nr^2)$. Followed back over a distance $r$, this excess slope moves the intercept by another $1/(2\pi nr)$. The tangent delay is thus twice the vertical lag, to leading order.

Both quantities vanish as $r$ grows. The thickness curve approaches $h=r$, a line through the origin. In this model the late intercept reflects the remaining roughness at the point of tangency (for random nuclei it tends to twice the root-mean-square roughness; the factor differs for other arrangements); it is not a stretch of cycles in which nothing grew.

## What the delay measures

The late result can also be found without Dawson's function. Once almost no substrate is bare, and $d\ll r$ for nearly all points,

$$h=\left\langle\sqrt{r^2-d^2}\right\rangle\approx r-\frac{\langle d^2\rangle}{2r},\qquad
h'\approx1+\frac{\langle d^2\rangle}{2r^2}.$$

The brackets denote an average over substrate points. To first order in $\langle d^2\rangle/r^2$,

$$r_0\approx r-\left(r-\frac{\langle d^2\rangle}{2r}\right)\left(1-\frac{\langle d^2\rangle}{2r^2}\right)\approx\frac{\langle d^2\rangle}{r}. \tag{6}$$

For random nuclei, the substitution $u=\pi nd^2$ gives

$$\langle d^2\rangle=\int_0^\infty d^2\,2\pi nd\,e^{-\pi nd^2}\,dd=\frac1{\pi n}\int_0^\infty u\,e^{-u}du=\frac1{\pi n},$$

which returns the simple law.

For a square lattice of nuclei, each cell has side $L=n^{-1/2}$. The mean square of each coordinate, measured from the cell centre, is $L^2/12$, so $\langle d^2\rangle=L^2/6=1/(6n)$. The late delay is $1/(6nr)$, smaller than the random value by the factor $\pi/6\approx0.52$ at equal $n$ and $r$. Random patterns contain large gaps, and these weigh heavily in $\langle d^2\rangle$. A delay therefore yields a density only if the arrangement of the nuclei is known or assumed.

## Small radius and the greatest delay

For $x\ll1$ the islands are separate. Each has volume $2\pi r^3/3$, so

$$h\approx\frac{2\pi n r^3}{3},\qquad h'\approx2\pi nr^2,\qquad r_0\approx r-\frac r3=\frac{2r}3 .$$

Here the delay grows with $r$, whereas (5) makes it fall. Differentiating (1) shows where it turns:

$$r_0'=1-\frac{(h')^2-hh''}{(h')^2}=\frac{hh''}{(h')^2}. \tag{7}$$

Since $h>0$, the delay rises while the growth rate rises and falls while the growth rate falls. The greatest delay occurs at the greatest slope.

The simple law has an unexpected property at this point. From (3), $h''=0$ requires

$$\frac{d}{dx}(2xD)=2D+2x(1-2xD)=0,\qquad\text{or}\qquad D(2x^2-1)=x .$$

Equating (4) to $1/(\pi nr)=1/(kx)$ requires $x-1/x=(x-D)/(2xD)$. Multiplication by $2xD$ gives $2D(x^2-1)=x-D$, which is the same condition. The simple law therefore agrees with (4) at the maximum, although $x$ is not large there. This is a crossing of two curves, not a sign that the large-radius expansion is accurate there.

## A line through two points

A measured line is usually drawn over an interval. Take two late points $r_1<r_2$ and write $h=r-c/r$, with $c=1/(2\pi n)$. The slope of the line through them is

$$m=\frac{h(r_2)-h(r_1)}{r_2-r_1}=1+\frac{c}{r_1r_2},$$

because $c/r_1-c/r_2=c(r_2-r_1)/(r_1r_2)$. To first order in $c$, the intercept is

$$r_1-\frac{h(r_1)}m\approx r_1-\left(r_1-\frac c{r_1}\right)\left(1-\frac c{r_1r_2}\right)
\approx\frac1{2\pi n}\left(\frac1{r_1}+\frac1{r_2}\right). \tag{8}$$

When the points merge at $r$, this becomes $1/(\pi nr)$. A reported delay should therefore be accompanied by the thickness interval from which it was taken.

## Worked example: nickel islands on an oxide

Take $n=1.0\times10^{12}\ \mathrm{cm^{-2}}$, which is $0.010\ \mathrm{nm^{-2}}$, and $G=0.05$ nm per cycle. Draw the tangent at $r=20$ nm, after 400 cycles. Then

$$\pi nr^2=\pi(0.010)(20)^2=12.57,\qquad x=3.545,\qquad D(x)=0.1475 .$$

The bare fraction is $3.5\times10^{-6}$, so the film is closed for this purpose. With $k=x/r=0.1772\ \mathrm{nm^{-1}}$, the lag is $D/k=0.832$ nm and

$$h=20-0.832=19.168\ \mathrm{nm},\qquad h'=2(3.545)(0.1475)=1.046 .$$

The tangent delay is

$$r_0=20-\frac{19.168}{1.046}\approx1.67\ \mathrm{nm},$$

or 33.5 cycles. The simple law gives $1/[\pi(0.010)(20)]=1.59$ nm, which is 4.9% below the value from (4). Solving the simple law for the density, with 1.67 nm as the delay, gives $9.5\times10^{11}\ \mathrm{cm^{-2}}$ in place of the input $1.0\times10^{12}\ \mathrm{cm^{-2}}$.

A simulation with 200 random patterns in periodic squares of side 200 nm gave $1.693\pm0.011$ nm, where the uncertainty is one standard error. It lies 1.7 standard errors above (4).

Moving the point of tangency, with $n$ held fixed, changes the delay as follows.

| $r$ (nm) | Delay from (4) (nm) | Simple law (nm) |
|---:|---:|---:|
| 10 | 3.62 | 3.18 |
| 20 | 1.67 | 1.59 |
| 40 | 0.804 | 0.796 |
| 80 | 0.399 | 0.398 |

The same film thus shows delays that differ by a factor of nine over this range. The greatest delay, 3.76 nm, occurs at $r=8.47$ nm, where the slope is 1.285. A line through the points at 15 and 25 nm gives 1.83 nm, while (8) gives 1.70 nm, about 7% less. A least-squares line through many closely and evenly spaced points across the same interval gives 1.75 nm (1.78 nm with only six points), so the way the line is fitted matters as well as the interval.

## Effects left out, for the same film

**Starting times.** Suppose nuclei start evenly over the first 20 cycles, with $r$ still counted from the first start. Their radii $R$ are then spread evenly between $r-1$ nm and $r$. Nuclei of each radius form an independent random pattern, so the empty fraction at height $z$ becomes

$$\exp\left[-\pi n\left\langle\max(R^2-z^2,0)\right\rangle_R\right].$$

Nuclei assigned to places already covered do no harm: their hemispheres stay inside the older ones. Integration over height gives a delay of 2.21 nm. The corresponding simulation gave $2.186\pm0.011$ nm, lower by about 2.3 standard errors. If instead all nuclei start late by the same amount, the delay is that amount plus $r_0$ at the hemisphere radius actually reached, and the intercept alone cannot separate the two parts. Within the ideal model the slope of a late tangent supplies the missing information: (3) fixes $x$, and (2) then fixes $k$ and the radius. This needs an accurate $G$: for a common late start of 1 nm at $r=20$ nm, an error of $\pm1\%$ in $G$ moves the inferred start to about 1.37 or 0.64 nm and the inferred density by $+23\%$ or $-15\%$. The slope carries less information as it approaches one. At $r=40$ nm the same errors give starts of 1.78 or 0.22 nm and densities 13 times or half the true value. At $r=80$ nm a $G$ that is 1% too large gives a slope below one, for which (3) has no late solution.

**Seed size.** If each nucleus starts with radius 0.5 nm, its radius is 20.5 nm after 20 nm of planar growth. The intercept, measured in planar growth, falls to 1.13 nm.

**Density and order.** If half the nuclei, chosen at random, are lost before appreciable growth, the delay at $r=20$ nm rises to 3.65 nm. This is more than double, because $\pi nr^2$ is also halved and the corrections to the simple law grow. A square lattice at the original density gives 0.84 nm.

**Crystal orientation.** Nickel grains are crystals whose faces may grow at different rates. As an estimate, let the hemisphere growth rates be spread evenly within $\pm5\%$ of the planar rate. The same height integral gives a delay of 1.89 nm and a slope of 1.068. It ignores the shadowing of one grain by another.

**Atomic layers.** With a rough lattice constant of 0.35 nm, the step between (111) layers of face-centred cubic nickel is $0.35/\sqrt3=0.20$ nm. The delay is thus about eight layers. The 0.08 nm difference between (4) and the simple law is less than one layer, so a smooth hemisphere is a doubtful guide at that level even though an area-averaged thickness can vary by less than a layer.

## Comparison with a real deposition

The chosen growth per cycle and island density are rough values for metal deposition on an oxide; they do not describe a particular nickel process. The density depends strongly on the surface and its preparation, and the delay follows it nearly in inverse proportion when $\pi nr^2\gg1$. Real nuclei need not lie at random, start together as points, keep their number or grow as equal hemispheres. For the cases calculated here, these departures move the delay from 1.67 nm to values between about 0.8 and 3.7 nm. Other plausible cases lie outside this range: at $r=20$ nm, starts spread evenly over 100 or 200 cycles give 4.05 or 5.86 nm, and a density three times lower or higher gives 5.65 or 0.54 nm. For a real film the ideal result therefore gives only the order of magnitude, unless the density, arrangement and starting times of the nuclei are known.

The dependence on $r$ offers a more useful comparison than one intercept, provided the thickness is measured precisely enough. Least-squares lines through six evenly spaced points over 15–25, 30–50 and 60–100 nm give ideal delays of 1.78, 0.84 and 0.42 nm. An independent scatter of 0.1 nm in each thickness spreads each of these by about 0.2 nm (one standard deviation), and a scatter of 0.5% of the thickness spreads the last by about 0.9 nm. Within the ideal model, late tangent delays plotted against $1/r$ approach a line through the origin with slope $1/(\pi n)$. A common incubation time $a$, in planar thickness units, turns the delay into $a+r_0(r-a)$. The upward shift tends to the constant $a$ only for $r\gg a$: for $a=1$ nm it is 1.10, 1.02 and 1.005 nm at $r=20$, 40 and 80 nm. Reading the constant as incubation requires the other assumptions to hold. Finite seeds shift the intercept downward. With starting times spread continuously over a width $w=1$ nm, as above, the delay approaches $\frac34\sqrt{w/(nr)}$ for $r\gg1/(\pi nw)\approx32$ nm, so it falls as $r^{-1/2}$ instead of $1/r$. If the starts fall on 20 whole cycles, this holds only roughly, from about 80 nm to about $10^3$ nm; far beyond that range the first-cycle nuclei dominate and the $1/r$ fall returns. With the $\pm5\%$ spread of growth rates, the height integral gives 1.89, 1.49 and 1.48 nm at $r=20$, 80 and 320 nm, tending to a constant near 1.47 nm although every nucleus starts in the first cycle. The late slope is then 1.05 instead of 1. The constant belongs to the even spread with its sharp upper edge: a triangular spread over the same range gives 1.80, 1.53 and 2.39 nm at these radii and keeps rising. A constant offset is therefore not by itself evidence of incubation.

## Values computed for the example and the checks

```
Input nucleus density: 1.0e+12 cm^-2
Input planar growth per cycle: 0.05 nm
Input radius at tangency: 20.0 nm
Cycles at tangency: 400
pi n r^2: 12.566 (no unit)
x = r sqrt(pi n): 3.5449 (no unit)
Dawson function D(x): 0.14753 (no unit)
Bare substrate fraction: 3.49e-06 (no unit)
Mean thickness h: 19.1677 nm
Vertical lag r-h: 0.8323 nm
Simple lag 1/(2 pi n r): 0.7958 nm
Slope h': 1.04594 (no unit)
Exact-model tangent delay: 1.6742 nm
Simple delay 1/(pi n r): 1.5915 nm
Simple delay error: -4.94 percent
Exact-model delay in cycles: 33.5
Density inferred by simple law: 9.506e+11 cm^-2
Simulated delay: 1.693 nm
Simulation standard error: 0.011 nm
First correction coefficient at x=20: 0.5032 (no unit)
At r=10 nm, exact-model delay: 3.6158 nm
At r=10 nm, simple delay: 3.1831 nm
At r=40 nm, exact-model delay: 0.8041 nm
At r=40 nm, simple delay: 0.7958 nm
At r=80 nm, exact-model delay: 0.3989 nm
At r=80 nm, simple delay: 0.3979 nm
Radius of greatest slope and delay: 8.474 nm
Greatest slope: 1.2847 (no unit)
Greatest tangent delay: 3.756 nm
Chord 15 to 25 nm, exact-model delay: 1.8348 nm
Chord 15 to 25 nm, simple delay: 1.6977 nm
Square-lattice delay: 0.8407 nm
Square-lattice simple delay: 0.8333 nm
Input spread of starts: 1.00 nm planar growth
Delay with spread starts: 2.211 nm
Simulated delay with spread starts: 2.186 nm
Standard error with spread starts: 0.011 nm
Input seed radius: 0.50 nm
Delay with finite seeds: 1.128 nm
Delay with half the nuclei: 3.647 nm
Input grain rate spread: +/-5 percent
Estimated delay with rate spread: 1.886 nm
Estimated slope with rate spread: 1.0679 (no unit)
Input rough Ni lattice constant: 0.35 nm
Ni (111) layer step: 0.202 nm
```
